\section*{Limit shape of exponential corner growth from the exclusion process}

\section{What scaling and symmetry fix}

A crystal layer fills the re-entrant corner between two straight walls. Unit square cells are labelled $(i,j)$ with $i,j\ge1$. A cell can fill once its left and lower neighbours, or the walls in their place, are filled; it then waits an independent exponential time of mean one. Let $G(i,j)$ be the time at which it is filled. Lengths are measured in cells and times in mean waits.

On large scales neither the cell nor the single wait should be visible. If $G(Nx,Ny)/N$ has a limit $\gamma(x,y)$, that limit obeys
\begin{equation}
\gamma(\lambda x,\lambda y)=\lambda\gamma(x,y),\qquad \gamma(x,y)=\gamma(y,x),
\end{equation}
the first because $N$ can be renamed $\lambda N$, the second because the walls are equivalent. The boundary at time $t$ is therefore one fixed symmetric curve magnified by $t$. Along a wall cells fill one after another, so the reach is $t$. These facts do not fix the curve: $\gamma=x+y$ satisfies them, and it is the answer when every wait equals one. For exponential waits the answer is
\begin{equation}
\gamma(x,y)=(\sqrt x+\sqrt y)^2,\qquad\text{boundary: }\sqrt x+\sqrt y=\sqrt t .
\label{result}
\end{equation}
This is a leading-order statement for large $t$, with convergence in probability; at finite $t$ the boundary is rough.

\section{The exclusion process and its stationary current}

The edge of the filled region is a staircase. At its lattice points put $u=x-y$ and $h=x+y$. Initially $h(u,0)=|u|$. Filling cell $(i,j)$ raises $h$ at $u=i-j$ by 2 and requires a local minimum there. Place a particle on site $k$ if the staircase goes down from $u=k-1$ to $u=k$, and a hole if it goes up:
\begin{equation}
h(k)-h(k-1)=1-2\eta_k,\qquad \eta_k\in\{0,1\}.
\label{slope}
\end{equation}
A local minimum at $u$ is a particle on $u$ with a hole on $u+1$; filling exchanges them. Particles thus hop right, onto empty sites. They start on all sites $k\le0$. Particle $j$, counted from the right, starts at $1-j$, and its $i$-th hop fills cell $(i,j)$. An exponential wait has no memory, so one may let a rate-one clock run at every $u$ all the time and carry out a hop whenever the clock rings and the hop is allowed. If $J_u$ counts hops from $u$ to $u+1$, then $h(u,t)=|u|+2J_u(t)$.

Both derivations need the current in a uniform state. Take a ring and occupy sites independently with probability $\rho$ (Bernoulli measure). For any function $f$ of the configuration,
\begin{align}
\frac{d}{dt}\langle f\rangle
&=\sum_k\big\langle\eta_k(1-\eta_{k+1})[f(\eta^{k,k+1})-f(\eta)]\big\rangle\nonumber\\
&=\sum_k\big\langle f(\eta)[\eta_{k+1}(1-\eta_k)-\eta_k(1-\eta_{k+1})]\big\rangle\nonumber\\
&=\Big\langle f\sum_k(\eta_{k+1}-\eta_k)\Big\rangle=0 .
\end{align}
Here $\eta^{k,k+1}$ has the two sites exchanged. The second line renames them in the first term, which the product measure permits; the last sum closes around the ring. The measure is stationary. To influence a site from distance $r$ within time $t$, $r$ successive clocks must ring in order, which has vanishing probability as $r\to\infty$; a growing ring therefore gives the same result on the infinite line. The current is
\begin{equation}
j=\langle\eta_k(1-\eta_{k+1})\rangle=\rho(1-\rho).
\label{current}
\end{equation}

\section{First derivation: the density equation}

Assume that the density varies slowly and that the state near each point is Bernoulli with the local density. Conservation of particles and (\ref{current}) give
\begin{equation}
\partial_t\rho+\partial_u[\rho(1-\rho)]=0,\qquad
\rho(u,0)=\begin{cases}1,&u<0\\0,&u>0.\end{cases}
\label{burgers}
\end{equation}
Neither equation nor initial state contains a length, so set $\rho=R(v)$, $v=u/t$. Then $\partial_t\rho=-vR'/t$ and $\partial_u[\rho(1-\rho)]=(1-2R)R'/t$, hence
\begin{equation}
(1-2R-v)R'=0 .
\end{equation}
Either $R$ is constant or $R=(1-v)/2$. Joining the pieces continuously gives $\rho=1$ for $u<-t$, $\rho=0$ for $u>t$, and the fan
\begin{equation}
\rho=\tfrac12(1-u/t),\qquad |u|\le t .
\label{fan}
\end{equation}

The unmoved step also satisfies (\ref{burgers}) in integrated form, since the current vanishes on both sides. A selection rule is needed. Smooth the initial step into a decreasing profile of small width. A value $\rho$ travels at speed $1-2\rho$, so smaller densities, which lie to the right, move faster. The trajectories separate, the solution stays smooth, and it tends to (\ref{fan}) as the width shrinks.

The number of particles to the right of $u$ is
\begin{align}
y=\int_u^t\tfrac12\Big(1-\frac{u'}t\Big)du'
&=\frac{t-u}2-\frac{t^2-u^2}{4t}
=\frac{(t-u)^2}{4t}.
\end{align}
This is the label of the particle at $u$. It started at $-y$ on this scale, so it has made $x=u+y$ hops, and $(x,y)$ lies on the boundary. With $u=x-y$ and $t-u\ge0$ the positive root gives
\begin{equation}
t-x+y=2\sqrt{ty}\quad\Longrightarrow\quad x=(\sqrt t-\sqrt y)^2 .
\end{equation}
Since $t-u\le2t$, $y\le t$, and the root is $\sqrt x=\sqrt t-\sqrt y$, which is (\ref{result}).

\section{Second derivation: a surface as an envelope of corners}

This route assumes neither local equilibrium nor a selection rule. It shows that a corner has some limiting shape, builds a uniformly sloped surface from corners, and recovers the shape from the surface's known speed.

\subsection{A limiting shape exists}

Unrolling the filling rule, $G(m,n)$ is the largest sum of waits $w$ along paths from $(1,1)$ to $(m,n)$ with steps right or up. Each path has $k=m+n-1$ cells. Joining two paths through one extra cell, whose wait is not negative, shows
\begin{equation}
\mathrm E\,G(m+m',n+n')\ge \mathrm E\,G(m,n)+\mathrm E\,G(m',n').
\label{super}
\end{equation}
There are at most $2^k$ paths and $\mathrm E\,e^{w/2}=2$, so $\mathrm E\,e^{G/2}\le4^k$ and, by Jensen's inequality, $\mathrm E\,G\le4k\ln2$. Let $a_N=\mathrm E\,G(\lfloor Nx\rfloor,\lfloor Ny\rfloor)$. For $N=qM+r$ with $0\le r<M$, (\ref{super}) gives $a_N\ge q\,a_M$. Hence $\liminf a_N/N\ge a_M/M$ for every $M$, and $a_N/N$ converges to its finite supremum $\gamma(x,y)$.

Fluctuations are small on this scale. For one exponential variable and $F(w)=f(w)-f(0)$, integration by parts and the Cauchy--Schwarz inequality give
\begin{equation}
\mathrm E F^2=2\int_0^\infty FF'e^{-w}dw\le2\sqrt{\mathrm EF^2\;\mathrm EF'^2},
\end{equation}
so $\mathrm{Var}f\le\mathrm EF^2\le4\,\mathrm Ef'^2$. For many variables, reveal the waits one at a time. The successive changes of the conditional mean of $G$ are uncorrelated, and by Jensen's inequality each has mean square at most $\mathrm E\,\mathrm{Var}_cG$, the variance over wait $c$ alone. Since $\partial G/\partial w_c$ is 1 on the maximal path and 0 elsewhere,
\begin{equation}
\mathrm{Var}\,G\le4\,\mathrm E\sum_c(\partial G/\partial w_c)^2=4k .
\end{equation}
Thus $G/N\to\gamma$ in probability.

The limit is homogeneous and monotonic, hence continuous for $x,y>0$; with (\ref{super}) it is concave. Extending a path along a row gives $\gamma(x+\delta,y)\ge\gamma(x,y)+\delta$, so the boundary is sharp. The set $\gamma\ge1$ is convex. In the coordinates $u,h$ it lies above a convex even function $g$, and the corner height $C(u,t)$ satisfies $C(\xi t,t)/t\to g(\xi)$. Since $\gamma\ge\max(x,y)$, $g(\xi)=|\xi|$ for $|\xi|\ge1$.

\subsection{The envelope}

When the clock at $u$ rings, the surface follows
\begin{equation}
h(u)\to\min[h(u-1),h(u+1)]+1 .
\label{rule}
\end{equation}
At a local minimum this raises $h$ by 2; on a slope or at a maximum it leaves $h$ unchanged. If two surfaces of equal parity use the same clocks, (\ref{rule}) commutes with taking their minimum. Any initial staircase obeys $h_0(u)=\min_z[h_0(z)+|u-z|]$, because its steps are $\pm1$. Therefore
\begin{equation}
h_t(u)=\min_z[h_0(z)+C_z(u,t)],
\label{envelope}
\end{equation}
where $C_z$ is the corner grown from $|u-z|$.

\subsection{Speed of a sloped surface}

Start from the Bernoulli measure with $0<\rho<1$ and $h_0(0)=0$. By (\ref{slope}) the mean slope is $s=1-2\rho$, and $h_t(0)=2J_0(t)$. It must be shown that $J_0/t\to j$. Let $N_t[1,k]$ be the number of particles on sites 1 to $k$. Conservation gives
\begin{equation}
J_0-J_k=N_t[1,k]-N_0[1,k].
\end{equation}
Each term on the right has variance $kj$, by stationarity. Replacing $J_0$ by the average of $J_1,\dots,J_K$ thus costs at most $2\sqrt{Kj}$ in root mean square. The sum of these $J_k$ counts events of rate $R=\sum_k\eta_k(1-\eta_{k+1})$; its deviation from $\int R\,dt$ has variance $Kjt$, which adds $\sqrt{jt/K}$ to the average. Neighbouring terms of $R$ cannot both be 1 and more distant ones are independent, so $\mathrm{Var}R\le Kj$, and the time integral adds at most $t\sqrt{j/K}$. For integer $t$ and $K=t$,
\begin{equation}
\sqrt{\mathrm E(J_0-jt)^2}\le3\sqrt{jt}+\sqrt j .
\end{equation}
Divided by $t$ this vanishes. The surface rises at
\begin{equation}
v(s)=2\rho(1-\rho)=2\,\frac{1-s}2\,\frac{1+s}2=\frac{1-s^2}2 .
\end{equation}

\subsection{Recovering the corner}

Evaluate (\ref{envelope}) at $u=0$ and divide by $t$. Since $C_z(0,t)\ge|z|$ while $h_0(z)\approx sz$ with $|s|<1$, values of $|z|$ beyond a fixed multiple of $t$ cannot give the minimum. Moving $z$ by $\epsilon t$ changes the bracket by at most $2\epsilon t$, so finitely many $z$ suffice for any accuracy, and for each the limit is known. As $g$ is even,
\begin{equation}
v(s)=\min_\xi[g(\xi)+s\xi],\qquad |s|<1 .
\label{legendre}
\end{equation}
Hence $g(\xi)\ge v(s)-s\xi$ for every such $s$. Completing the square,
\begin{equation}
v(s)-s\xi=\tfrac12(1+\xi^2)-\tfrac12(s+\xi)^2 ,
\label{square}
\end{equation}
and $s=-\xi$ gives $g(\xi)\ge(1+\xi^2)/2$ for $|\xi|<1$.

For the opposite bound, the convex function $g$ has a supporting line at $\xi$; call its slope $-s$. Because $g=|\xi|$ far out, $|s|\le1$. Slope $+1$ would require $1=g(1)\ge g(\xi)+1-\xi$, so $g(\xi)\le\xi$, contradicting $g(\xi)\ge(1+\xi^2)/2>\xi$; slope $-1$ fails by symmetry. So $|s|<1$, the minimum in (\ref{legendre}) is attained at this $\xi$, and (\ref{square}) gives $g(\xi)=v(s)-s\xi\le(1+\xi^2)/2$. Therefore
\begin{equation}
g(\xi)=\tfrac12(1+\xi^2),\qquad 2t(x+y)=t^2+(x-y)^2 .
\end{equation}
Put $x=a^2$, $y=b^2$, $t=c^2$ with $a,b,c>0$:
\begin{align}
0&=c^4-2c^2(a^2+b^2)+(a^2-b^2)^2\nonumber\\
&=[c^2-(a+b)^2][c^2-(a-b)^2].
\end{align}
If $c=|a-b|$, then $|x-y|=c(a+b)>c^2=t$, outside the fan. Hence $c=a+b$, which is (\ref{result}) again.

\section{What each derivation assumes}

Both use independent exponential waits, which give the hopping process its lack of memory and its Bernoulli stationary states. With waits uniform on $(0,2)$, also of mean one, one simulated corner gave $G(600,600)/600=2.99$; exponential waits gave $3.93$, averaged over three corners, against the limit 4.

The first derivation assumes local equilibrium and selects the fan by smoothing. The second reaches the same shape without them, though it does not prove local equilibrium itself. Its bound $\mathrm E\,G(n,n)<8n\ln2$ already excludes the unmoved step, for which the diagonal point would never advance. In three simulated corners at $t=1400$ the mean density between $u/t=0.25$ and $0.5$ was $0.311$; (\ref{fan}) gives $0.3125$.

The second derivation needs the minimum of two surfaces to evolve, under common clocks, into the minimum of the two evolved surfaces. Detachment breaks this, because a downward move reads $h\to\max[h(u-1),h(u+1)]-1$. The first derivation adapts more easily. Let particles also hop left at rate $q<1$. By reflection those hops preserve the Bernoulli measure too, and the current becomes $(1-q)\rho(1-\rho)$. Under local equilibrium the curve keeps its form with $t$ replaced by $(1-q)t$.

Superadditivity also gives the sign of the leading finite-size error: $a_N/N$ cannot exceed its supremum, so the mean of $G(N,N)$ is at most $4N$. Simulated means fell short of $4N$ by 11.7\% at $N=25$, 3.7\% at $N=200$ (30 corners) and 0.8\% at $N=1500$ (three corners), with sampling errors of about 1.1, 0.3 and 0.25 percentage points; over many corners the shortfalls are close to 12.5\%, 3.3\% and 0.85\%. Cells on the diagonal fill early on average.

\section{A corner in a layer grown from solution}

Near a wall, (\ref{result}) gives $y\approx(t-x)^2/4t$: the new edge meets the wall tangentially. On the diagonal $x=y=t/4$, and the filled area is
\begin{equation}
A=\int_0^t(\sqrt t-\sqrt x)^2dx=t^2-\tfrac43t^2+\tfrac12t^2=\frac{t^2}6 .
\end{equation}

Consider a sparingly soluble ionic crystal in water at 298 K, with rough round parameters that represent no particular substance: cells of 0.5 nm and 20 attachments per second at each kink, for 20 s. Then $t=20\times20=400$. The reach is $400\times0.5=200$ nm, the diagonal point is at $x=y=50$ nm, and the area is $400^2/6=26\,667$ cells, or 6667 nm$^2$.

Thirty simulated corners gave a diagonal point at 52.4 nm with a standard deviation of 1.4 nm, and a mean area of 7368 nm$^2$, 10.5\% above the limit. At $t=1400$ three corners gave an excess of 5.1\%. The sampling errors of the two figures are about 0.5 and 0.6 percentage points. At this size the limit law is thus a ten-per-cent description of the area.

Detachment matters more. At saturation a kink gains and loses units equally often; if attachment is proportional to concentration, then $q=1/S$ at supersaturation ratio $S$. For $S=10$ the predicted area factor is $(1-0.1)^2=0.81$. Eight simulations with detachment gave 6053 nm$^2$, a factor 0.82, and agreed within a few per cent with irreversible growth stopped at $t=360$.

The walls must also stay flat. A lone unit on a wall has one lateral bond, of energy $E$, fewer than a unit at a kink, so it leaves at rate $e^{E/k_BT}/S$ per mean wait. With equal attachment rates at all sites, its mean occupation is $Se^{-E/k_BT}$, and either neighbouring site can fill to make a pair. Pairs form at rate $2Se^{-E/k_BT}$ per site. A pair has a kink at each end, where units arrive $S$ times as often as they leave, so at $S=10$ most pairs grow on; each is counted as a nucleus. If the tenth by which detachment shortens the reach is neglected, the bare wall within the final reach contributes $2\int_0^t(t-t')dt'=t^2$ site-waits. For $E=0.5$ eV this gives $7.0\times10^{-8}\times400^2=0.011$ nuclei. At $E=0.385$ eV it gives one, so the walls can no longer be counted on to stay bare. This count leaves out the flat ledges of the grown edge, which add roughly another $t^2/2$ site-waits, and nuclei beyond the final reach whose rows spread inward, up to another $t^2$; with these the threshold lies near 0.39 to 0.41 eV. A single nucleus only starts one row of cells along a wall, however, which changes the filled area little.

Depletion is negligible here. In the limit law the area grows by $t/3$ per mean wait, so the corner takes up roughly $20\times400/3=2667$ units per second. Steady diffusion from a half-space lowers the concentration by $Q/2\pi Dr$ at distance $r$ from a sink $Q$. With $D=10^{-9}$ m$^2$/s and 1 mol/m$^3$, adding the whole corner at $r=50$ nm and a single kink at $r=0.5$ nm gives a relative depletion of $2.5\times10^{-5}$. This is an order-of-magnitude estimate: the kinks are spread along the edge, many of them closer together than 50 nm, which raises the value by a small factor but leaves it negligible.

Real solution growth departs from these settings. The supersaturation may be lower: at $S=2$, with the attachment rate held fixed, the time factor $1-1/S$ would be one half, so the limiting lengths would be half, and the limiting area a quarter, of those without detachment. The finite-size error then grows: at $t=400$ the simulated area lies about a fifth above this limit. An ionic crystal also has at least two kinds of unit, whose attachment rates may differ. The waits then no longer share one mean, the uniform Bernoulli state is lost, and (\ref{result}) cannot be carried over by a change of time unit; that effect is not sized here. The bond energy in water is an effective one, and the wall estimate depends on it exponentially. The threshold found above is about $15\,k_BT$. At $E=0.2$ eV the same formula gives about 1300 nuclei, and a rough estimate of repeated nucleation and spreading has the walls advance by tens of rows; near 0.15 eV they advance about as far as the diagonal point. For bonds of only a few $k_BT$, (\ref{result}) does not describe the layer.
